Hückel–London ring currents of naphthalene and anthracene by McWeeny's method

**Problem**

The π electrons of benzene, naphthalene and anthracene are described by the Hückel model with one resonance integral β < 0 for all bonds, zero overlap and Coulomb integral zero. All rings are regular hexagons of the same area S. A weak uniform magnetic field B points along +z, perpendicular to the molecule. Find the ring current in naphthalene and in the outer and central rings of anthracene, each relative to the ring current of benzene, to three decimals and in closed form.

Atomic units are used, and the electron charge is q = −1. A current is positive when it runs counterclockwise seen from +z. The field enters through London's phase factors,

H_rs = β exp(iq ∫_s^r A·dl), (1)

for bonded atoms r and s, with the integral taken along the bond.

**A tempting wrong solution**

First, the current in a bond. The amplitudes obey i dc_r/dt = Σ_s H_rs c_s, so

d|c_r|²/dt = Σ_s 2 Im(c_r* H_rs c_s).

Each term is the flow of probability from s to r. With two electrons in each occupied orbital and D_rs = 2 Σ_occ c_r* c_s, the charge current from s to r is

I = 2q Im(H_rs D_rs). (2)

Let α be the line integral in (1) for this bond. The bond contributes 2 Re(H_rs D_rs) to the energy E. Since E is stationary in the orbitals, only the explicit dependence on α counts:

∂E/∂α = 2 Re(iq H_rs D_rs) = −2q Im(H_rs D_rs) = −I. (3)

Next, McWeeny's transformation. Put c_r = exp(iλ_r) c̃_r. The phase of the bond s→r becomes qα − λ_r + λ_s. Cut one peripheral bond in each ring. The remaining bonds still connect all atoms, because the rest of each hexagon joins the ends of its cut bond, and they form no circuit. Starting from one atom, the λ's can therefore be chosen one after another so that every uncut bond loses its phase. Around a closed circuit the λ's cancel, so the cut bond of ring k, taken counterclockwise, keeps the phase

θ_k = qΦ_k, (4)

where Φ_k is the flux through ring k. A peripheral bond belongs to one ring, so its current is the ring current J_k. Changing α on this bond changes Φ_k alone, and (3) gives

J_k = −∂E/∂Φ_k = −q ∂E/∂θ_k. (5)

Now comes the tempting step. The current in cut bond k seems to be driven by the phase on that bond, so the phases on the other cut bonds are set to zero. For the bond s→r,

β(e^{iθ}|r⟩⟨s| + h.c.) = β(|r⟩⟨s| + |s⟩⟨r|) + θV − ½θ²β(|r⟩⟨s| + |s⟩⟨r|) + …,

V = iβ(|r⟩⟨s| − |s⟩⟨r|).

With the bond order p = 2 Σ_occ c_r c_s at zero field, the last term has the expectation value −½θ²β·2p = |β|pθ². Between an occupied orbital i and an empty orbital a, V has the element

⟨a|V|i⟩ = iβA^{ia}, A^{ia} = c_ra c_si − c_sa c_ri.

Second-order perturbation theory with double occupation adds −2β²θ² Σ_ia (A^{ia})²/(ε_a − ε_i). Writing the energy change as ½|β|κ_kk θ_k² gives

κ_kk = 2p_k − R_kk, R_kk = 4|β| Σ_ia (A_k^{ia})²/(ε_a − ε_i).

The values of p_k and R_kk depend on which peripheral bond is cut, but κ_kk does not. In the fused molecules, cut in each ring a peripheral bond that ends on an atom shared with another ring. The orbitals at zero field then give

benzene: 2 × 0.666667 − 1.111111 = 0.2222
naphthalene: 2 × 0.554700 − 0.932019 = 0.1774
anthracene, outer: 2 × 0.535364 − 0.918496 = 0.1522
anthracene, central: 2 × 0.606092 − 1.051994 = 0.1602

Division by the benzene value gives 0.798, 0.685 and 0.721. Fusing rings would appear to weaken every ring current.

**Where it fails**

Everything through (5) is sound. The values of κ_kk are also right, but they answer another question: what current flows in ring k when flux passes through ring k alone? A uniform field threads all rings at once. A phase on another cut bond changes the orbitals of the whole molecule, and with them the current in bond k.

A different choice of cuts exposes the fault. In naphthalene, cut the shared bond and one peripheral bond b of ring 2. The tree is now the perimeter without b. The phase on b is that of the whole perimeter, 2θ, and the phase on the shared bond, directed counterclockwise around ring 1, is θ. Ring 2 runs through the shared bond backwards, so its phase is 2θ − θ = θ, as it must be. If the phase on the shared bond is now dropped, ring 1 has no flux and ring 2 has the phase 2θ. The predicted current in b is 2 × 0.798 = 1.596 instead of 0.798. A current cannot depend on which bonds were chosen to carry the phases, so the rule is wrong.

**The right solution**

Keep all phases. Reversing all of them replaces H by its complex conjugate and leaves E unchanged, so there is no linear term:

E = E₀ + ½|β| Σ_kl κ_kl θ_k θ_l + … (6)

The perturbation is now Σ_k θ_k V_k. The squared matrix element contains products of different bonds, and

κ_kl = 2p_k δ_kl − 4|β| Σ_ia A_k^{ia} A_l^{ia}/(ε_a − ε_i). (7)

From (5), with θ_l = qBS and q² = 1,

J_k = −q|β| Σ_l κ_kl θ_l = −|β|BS Σ_l κ_kl. (8)

The whole row of κ is needed, not its diagonal element.

Benzene sets the scale. Spread its phase evenly, θ/6 per bond. The orbital energies are 2β cos((2πm + θ)/6), and m = 0, ±1 are occupied at small flux. The sum of the three cosines is cos(θ/6)(1 + 2 cos 60°) = 2 cos(θ/6), so

E = 8β cos(θ/6), κ = −(8β/36)/|β| = 2/9.

The relative current is therefore (9/2) Σ_l κ_kl. The rows computed from (7) give

naphthalene: 4.5 × (0.177382 + 0.065415) = 1.0926
anthracene, outer: 4.5 × (0.152232 + 0.062062 + 0.026690) = 1.0844
anthracene, central: 4.5 × (0.062062 + 0.160189 + 0.062062) = 1.2794

With one β for all bonds, fusion strengthens these ring currents; the off-diagonal elements reverse the earlier conclusion.

**From the matrix to closed circuits**

The same numbers follow in closed form. Let h = H/β and φ_θ(x) = det(x − h). Atoms can be divided into two classes so that each bond joins different classes. Changing the sign of the amplitudes on one class turns h into −h, so the eigenvalues come in pairs ±x_j. In units of β, the energy is 2 Σ x_j over the positive x_j. Since ∫ 2a dy/(y² + a²) = 2π over all real y, integration over a gives

∫ ln[(y² + a²)/(y² + b²)] dy = 2π(a − b).

Each pair contributes y² + x_j² to |φ(iy)|. Hence

(E − E₀)/β = (1/π) ∫ ln[φ_θ(iy)/φ_0(iy)] dy. (9)

Expand the determinant in permutations, each a product of separate cycles. A fixed atom gives x. An exchange of two bonded atoms gives −1, its phases cancelling. A longer cycle follows a closed circuit C. For L atoms, the sign (−1)^{L−1} of the cyclic permutation and the L minus signs of the entries of x − h combine to −1, and the two directions give −2 cos θ_C, where θ_C is the sum of θ_k over the enclosed rings. To second order this changes by +θ_C². Any other circuit in the same permutation keeps its zero-field factor, so the remaining atoms supply their full zero-field determinant:

φ_θ − φ_0 = Σ_C θ_C² φ_{G−C}. (10)

Here G is the molecule and G−C what is left when the atoms of C are removed. Inserting (10) in (9), with β = −|β|,

E − E₀ = |β| Σ_C a_C θ_C², a_C = −(1/π) ∫ φ_{G−C}(iy)/φ_G(iy) dy. (11)

Comparison with (6) gives κ_kl = 2 Σ a_C over circuits enclosing both k and l. Summing over l counts each circuit n_C times, n_C being its number of enclosed rings:

J_k/J_benzene = 9 Σ_{C∋k} n_C a_C. (12)

The wrong solution is this sum without n_C: it gives a perimeter around two or three rings the flux of one.

**Naphthalene in closed form**

Two mirror planes reduce the determinant. Let u = ±1 be the parity under the mirror that exchanges the ends of the shared bond. Orbitals even under exchange of the two rings give

(x − u)[x(x − u) − 2] − (x − u) = (x − u)(x² − ux − 3),

and odd ones give x² − ux − 1. Multiply over u = ±1, set x = iy and t = y²:

φ_G = −(t + 1)(t² + 3t + 1)(t² + 7t + 9).

Removing a hexagon leaves a chain of four atoms, with φ = x⁴ − 3x² + 1 = t² + 3t + 1. Removing the perimeter leaves nothing, φ = 1. The sum n_C φ_{G−C} for one ring is (t² + 3t + 1) + 2, and the integrand in (12) is

(t² + 3t + 3)/[(t + 1)(t² + 3t + 1)(t² + 7t + 9)]
= −1/[3(t + 1)] + 1/[2(t² + 3t + 1)] + (2t + 9)/[6(t² + 7t + 9)].

The first coefficient is the value at t = −1 of the left side without its factor t + 1. Moving that term to the left and cancelling t + 1 leaves the numerator (t³ + 9t² + 25t + 18)/3. The other two terms have the numerator

½(t² + 7t + 9) + (2t + 9)(t² + 3t + 1)/6 = (2t³ + 18t² + 50t + 36)/6,

which is the same.

For the integrals, (1/π)∫ dy/(y² + a²) = 1/a. If t² + bt + c = (t + v²)(t + w²) with v, w > 0, then vw = √c and v + w = √(b + 2√c), and partial fractions give

(1/π)∫ dy/(t² + bt + c) = 1/[vw(v + w)], (1/π)∫ t dy/(t² + bt + c) = 1/(v + w).

The pairs (vw, v + w) are (1, √5) and (3, √13). Thus

J/J_benzene = 9[−1/3 + 1/(2√5) + (2 + 3)/(6√13)]
= 9/(2√5) + 15/(2√13) − 3 = 1.0926.

**Anthracene in closed form**

The same mirrors apply. Orbitals odd under exchange of the outer rings give (x − u)(x² − ux − 2) = (x − u)(x − 2u)(x + u). For even ones, put z = x² − ux; then

z(z − 2) − 2(z − 1) = z² − 4z + 2 = (x² − 2)(x² − 2ux − 1).

The product over u, at x = iy, is

φ_G = −(t + 1)²(t + 2)²(t + 4)(t² + 6t + 1).

Removing an outer hexagon leaves a hexagon with two end atoms on neighbouring sites. Expanding the determinant at the end atoms gives

x²(x⁶ − 6x⁴ + 9x² − 4) − 2x(x⁵ − 4x³ + 3x) + (x⁴ − 3x² + 1)
= x⁸ − 8x⁶ + 18x⁴ − 13x² + 1,

which becomes t⁴ + 8t³ + 18t² + 13t + 1. Removing the central hexagon leaves two four-atom chains, (t² + 3t + 1)². A two-ring circuit leaves one such chain, and the full perimeter leaves 1. The weighted sums are

outer: (t⁴ + 8t³ + 18t² + 13t + 1) + 2(t² + 3t + 1) + 3
= (t + 1)(t + 2)(t² + 5t + 3),

central: (t² + 3t + 1)² + 4(t² + 3t + 1) + 3
= (t² + 3t + 2)(t² + 3t + 4) = (t + 1)(t + 2)(t² + 3t + 4).

After cancellation both integrands have the denominator (t + 1)(t + 2)(t + 4)(t² + 6t + 1). The coefficients of the simple fractions follow at t = −4, −2 and −1. The last numerator follows from the absence of a 1/t tail at large t and from the value at t = 0:

outer: 1/[42(t + 4)] − 3/[14(t + 2)] + 1/[12(t + 1)] + (3t + 11)/[28(t² + 6t + 1)]

central: −4/[21(t + 4)] + 1/[7(t + 2)] − 1/[6(t + 1)] + (3t + 9)/[14(t² + 6t + 1)]

For t² + 6t + 1, vw = 1 and v + w = 2√2, so both integrals equal 1/(2√2). Therefore

outer: 9[1/84 − 3/(14√2) + 1/12 + 1/(4√2)] = 6/7 + 9/(28√2) = 1.0844

central: 9[−2/21 + 1/(7√2) − 1/6 + 3/(7√2)] = 36/(7√2) − 33/14 = 1.2794

The answers are 1.093 for naphthalene, and 1.084 and 1.279 for the outer and central rings of anthracene. To six decimals the closed forms are 1.092587, 1.084427 and 1.279406.

**Reading the numbers**

The terms of (12) show why the central ring carries more current:

outer: 0.4058 (hexagon) + 0.3183 (two rings) + 0.3603 (perimeter) = 1.084
central: 0.2824 (hexagon) + 2 × 0.3183 (two rings) + 0.3603 (perimeter) = 1.279

The central hexagon by itself contributes less than an outer one, but the central ring belongs to two two-ring circuits. A bond between the central and an outer ring carries the difference, 0.195 of the benzene current, in the direction of the central ring's current. In naphthalene the two currents in the shared bond cancel by symmetry. As a test, all bond currents were also computed from (2) with London phases on every bond, for two positions of the origin; they agree with these ring currents to within 10⁻⁵ of the largest ring current in each molecule.

The sign has a simple origin. For paired eigenvalues, φ(iy) of N atoms, N even, has the sign (−1)^{N/2} wherever it is not zero. The ratio in (11) thus has the sign (−1)^{|C|/2}, where |C| is the number of atoms in the circuit. So a_C is positive for 4m + 2 atoms and negative for 4m. The circuits here have 6, 10 and 14 atoms, and all contribute diamagnetic currents.

The ratios do not depend on β or the bond length, but the currents do. For the round parameters β = −0.1 hartree and bond length 2.6 bohr, S = 17.563 bohr², and (8) gives for benzene

J/B = −0.1 × 17.563 × 0.22222 = −0.3903 a.u. = −11.0 nA/T.

The corresponding values are −12.0 nA/T for naphthalene, and −11.9 and −14.1 nA/T for the outer and central rings of anthracene. These are illustrations of scale, since the model leaves out σ currents, currents local to the atoms and self-consistent electron interaction.

**Conditions**

If the ring areas S_l differ, (8) becomes J_k = −|β|B Σ_l κ_kl S_l, and the ratios change. Unequal resonance integrals change κ itself, by far more than the third decimal. If β follows the bond order as β_rs = β exp[λ(p_rs − 2/3)], iterated to self-consistency with the areas kept equal, the three ratios become 1.062, 1.032 and 1.263 for λ = 0.30, and 1.014, 0.941 and 1.241 for λ = 0.58. The outer ring of anthracene can thus fall below benzene, while the central ring stays the strongest. Self-consistent π-electron repulsion (Pariser–Parr–Pople, β = −2.39 eV, U = 11.13 eV, Ohno interpolation, bonds of 1.40 Å) gives 1.070, 1.032 and 1.286. The three-decimal ratios belong to the equal-β model, not to the real molecules. The expansion needs a closed shell with a gap and |θ_k| ≪ 1; at B = 10⁻⁴ a.u. the phase per ring is about 0.0018 in magnitude. The derivation of (9) used paired eigenvalues, which an odd-membered ring destroys, but the integral holds more widely. The eigenvalues always sum to zero here, so Σ|x_j| is twice the sum of the positive ones even without pairing. It is enough that, both with and without the phases, the occupied levels are exactly those with x_j > 0, as in azulene at small flux. Formula (7) does not need even this condition, provided the bonds have equal β and the shell is closed.

The matrices, circuit terms and currents are listed in the numerical output.

Values computed for the example and the checks

```
beta = -0.100 hartree; bond length = 2.60 bohr
field = 1.0e-04 a.u.; hexagon area = 17.5630 bohr^2
1 a.u. of current/field = 28.1794 nA/T
benzene: characteristic polynomial = (x - 2)*(x - 1)**2*(x + 1)**2*(x + 2)
  ring 1: cut-bond order = 0.666667; response term = 1.111111
  ring 1: kappa row = 0.222222; sum = 0.222222
  circuit 1: a_C = 0.111111; 9 n_C a_C = 1.000000
  ring 1: current/benzene = 1.000000
  ring 1: current/field = -0.39029 a.u. = -10.998 nA/T
naphthalene: characteristic polynomial = (x - 1)*(x + 1)*(x**2 - x - 3)*(x**2 - x - 1)*(x**2 + x - 3)*(x**2 + x - 1)
  ring 1: cut-bond order = 0.554700; response term = 0.932019
  ring 1: kappa row = 0.177382, 0.065415; sum = 0.242797
  circuit 1: a_C = 0.055983; 9 n_C a_C = 0.503849
  circuit 1+2: a_C = 0.032708; 9 n_C a_C = 0.588738
  circuit 2: a_C = 0.055983; 9 n_C a_C = 0.503849
  ring 1: current/benzene = 1.092587
  ring 1: current/field = -0.42642 a.u. = -12.016 nA/T
anthracene: characteristic polynomial = (x - 2)*(x - 1)**2*(x + 1)**2*(x + 2)*(x**2 - 2)**2*(x**2 - 2*x - 1)*(x**2 + 2*x - 1)
  ring 1: cut-bond order = 0.535364; response term = 0.918496
  ring 1: kappa row = 0.152232, 0.062062, 0.026690; sum = 0.240984
  ring 2: cut-bond order = 0.606092; response term = 1.051994
  ring 2: kappa row = 0.062062, 0.160189, 0.062062; sum = 0.284313
  circuit 1: a_C = 0.045085; 9 n_C a_C = 0.405765
  circuit 1+2: a_C = 0.017686; 9 n_C a_C = 0.318347
  circuit 1+2+3: a_C = 0.013345; 9 n_C a_C = 0.360315
  circuit 2: a_C = 0.031377; 9 n_C a_C = 0.282396
  circuit 2+3: a_C = 0.017686; 9 n_C a_C = 0.318347
  circuit 3: a_C = 0.045085; 9 n_C a_C = 0.405765
  ring 1: current/benzene = 1.084427
  ring 1: current/field = -0.42324 a.u. = -11.927 nA/T
  ring 2: current/benzene = 1.279406
  ring 2: current/field = -0.49934 a.u. = -14.071 nA/T
anthracene shared-bond current/benzene = 0.194979
naphthalene: posed = 1.093; computed = 1.093; posed - computed = 0.000413
anthracene outer: posed = 1.085; computed = 1.084; posed - computed = 0.000573
anthracene central: posed = 1.280; computed = 1.279; posed - computed = 0.000594
```
